\section*{Frozen-core and PAW errors in the 2s–2p promotion energy of carbon}

\section{Problem}

The model is a carbon atom in non-relativistic, spin-unpolarized, spherically averaged LDA (Slater exchange, VWN5 correlation), with occupations $1s^2\,2s^{2-x}\,2p^{2+x}$ and total energy $E(x)$. The algebra is in atomic units. Orbitals are $u=rR(r)$ with $\int u^2dr=1$, densities are radial, $n=\sum f u^2=4\pi r^2\rho$, and
\begin{equation}
(a,b)=\iint \frac{a(r)\,b(r')}{r_>}\,dr\,dr',\qquad E_H[n]=\tfrac12(n,n),\qquad E_{xc}[n]=\int n\,\epsilon_{xc}(\rho)\,dr .
\end{equation}
Write a spherical solver, build a PAW dataset at $x=0$ with $r_c=0.70$~\AA, and find the promotion energy $\Delta E=E(1)-E(0)$ in three ways: all-electron with all orbitals relaxed (AE), all-electron with frozen core (FC), and PAW with one or two partial waves per $l$ (PAW1, PAW2). Explain the differences.

Two terms need fixing. $\Delta E$ is a difference between unpolarized spherical configurations, not the excitation energy of a multiplet. Frozen core means that the $1s$ orbital $c$ of $x=0$ is kept and the $2s$ is held orthogonal to it.

\section{First estimate by scaling}

The AE levels at $x=0$ are $\varepsilon_{1s}=-270.69$, $\varepsilon_{2s}=-13.629$ and $\varepsilon_{2p}=-5.420$~eV. If the levels did not move, transferring one electron would cost
\begin{equation}
\Delta E\approx\varepsilon_{2p}-\varepsilon_{2s}=13.629-5.420=8.209\ \text{eV}.
\end{equation}

Freezing the core costs the energy it would gain by responding to the change $\delta v$ of the potential, about $2g^2/|\varepsilon_{1s}|$ in second order, with $g$ a matrix element of $\delta v$ between $1s$ and the other $s$ states. A constant $\delta v$ mixes nothing, so only its variation over the core counts. An orbital decays over the length $r_i=(2|\varepsilon_i|)^{-1/2}$. Removing $x$ electrons spread uniformly over a sphere of radius $r_{2s}$ removes the density $3x/4\pi r_{2s}^3$, and $\nabla^2v=-4\pi\rho$ with $\nabla^2r^2=6$ gives $\delta v(r)-\delta v(0)=x r^2/2r_{2s}^3$. At $r=r_{1s}$,
\begin{equation}
g\sim\frac{x}{2r_{2s}}\,\frac{r_{1s}^2}{r_{2s}^2}=\frac{x}{2r_{2s}}\,\frac{\varepsilon_{2s}}{\varepsilon_{1s}} .
\end{equation}
Since $|\varepsilon_{2s}|$ is close to half a hartree, $r_{2s}\approx1$ and $1/2r_{2s}\approx|\varepsilon_{2s}|$. Then $g\sim x\,(13.63)^2/270.7=0.69\,x$~eV, and the cost is $2(0.69)^2x^2/270.7\approx3.5\,x^2$~meV. The partial-wave error should also start at $x^2$, because the dataset is built to reproduce both the energy and the levels at $x=0$, and the levels fix the slope of $E(x)$; scaling gives no prefactor for it.

\section{Exact solution}

\subsection{Radial solver}

The interval $[0,R]$, $R=13.23$~\AA, is cut into elements with an edge at $r_c$. On each, $u$ is a polynomial of degree 10 fixed by its values at the Gauss--Lobatto nodes $r_a$ (139 nodes without the end points, where $u=0$). Multiplying $-\tfrac12u''+[v+l(l+1)/2r^2]u=\varepsilon u$ by a cardinal function $f_a$, integrating the first term by parts and using the Lobatto weights $W_a$ for the rest gives
\begin{equation}
\sum_bK_{ab}u_b+W_a\Big[v_a+\frac{l(l+1)}{2r_a^2}\Big]u_a=\varepsilon W_au_a,\qquad K_{ab}=\tfrac12\int f_a'f_b'\,dr .
\end{equation}
For the Hartree potential set $U=rv_H=\int_0^rn\,dr'+r\int_r^\infty n\,dr'/r'$. Then $U'=\int_r^\infty n\,dr'/r'$ and $U''=-n/r$, with $U(0)=0$ and $U(R)$ the total charge. The same weak form gives $2KU_0=Wn/r$ for the part $U_0$ vanishing at both ends, and the linear term $rU(R)/R$ restores the boundary value. Potentials are iterated by Anderson mixing. The AE energy is
\begin{equation}
E_{\rm AE}=\sum f\langle u|T|u\rangle+E_H[n]-Z\int\frac nr\,dr+E_{xc}[n],
\end{equation}
where $T$ includes the centrifugal term. For FC the $s$ Hamiltonian is diagonalized in the complement of $c$.

\subsection{Dataset}

Let $v_{\rm AE}$ be the potential at $x=0$. For each $l$, $\phi_1$ is the bound orbital ($\varepsilon_1$) and $\phi_2$ the regular solution at $\varepsilon_2=\varepsilon_1+15$~eV, normalized in the sphere. The pseudo waves $\tilde\phi_k=r^{l+1}\sum_{j=0}^3c_jr^{2j}$ match $\phi_k$ in value and three derivatives at $r_c$ and equal it outside. The reference local potential $\tilde v_0$ is $a_0+a_2r^2$ inside, matched to $v_{\rm AE}$ in value and slope, and $v_{\rm AE}$ outside. The pseudo core $\tilde n_c$ equals $n_c=2c^2$ beyond $r_{\rm core}=0.35$~\AA; inside, $\tilde n_c/r^2$ is an even quartic matched through the second derivative. With
\begin{equation}
\chi_k=(\varepsilon_k-T-\tilde v_0)\tilde\phi_k,\qquad B_{ik}=\langle\tilde\phi_i|\chi_k\rangle,\qquad p_i=\sum_k\chi_k(B^{-1})_{ki},
\end{equation}
$\chi_k$ vanishes beyond $r_c$, where $\tilde\phi_k$ solves the AE equation, and $\langle\tilde\phi_j|p_i\rangle=\sum_kB_{jk}(B^{-1})_{ki}=\delta_{ij}$. The construction fails if $B$ is singular. The AE orbital is recovered as $\psi=\mathcal T\tilde\psi=\tilde\psi+\sum_ic_i(\phi_i-\tilde\phi_i)$, $c_i=\langle p_i|\tilde\psi\rangle$. On $[0,r_c]$ define
\begin{align}
\Delta S_{ij}&=\int(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j)\,dr,\\
\Delta T_{ij}&=\tfrac12\int(\phi_i'\phi_j'-\tilde\phi_i'\tilde\phi_j')\,dr+\int\frac{l(l+1)}{2r^2}(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j)\,dr .
\end{align}

\subsection{Total energy functional}

For each $l$ let $\rho_{ij}=fc_ic_j$; sums over $ij$ include both $l$. Set $\tilde n=\sum f\tilde\psi^2$, $n^1=\sum\rho_{ij}\phi_i\phi_j$, $\tilde n^1=\sum\rho_{ij}\tilde\phi_i\tilde\phi_j$ and $\hat n=Q\hat g$, with $\hat g\propto r^2(1-r^2/r_c^2)^3$ inside $r_c$, $\int\hat g\,dr=1$, and
\begin{equation}
Q=\sum\rho_{ij}\Delta S_{ij}+\int(n_c-\tilde n_c)\,dr-Z .
\end{equation}
The one-centre densities $A=n^1+n_c$ and $b=\tilde n^1+\tilde n_c+\hat n$ are cut at $r_c$. By the definition of $Q$ their charges obey $Q_A-Q_b=Z$ for any $\tilde\psi$. The functional is $E=\tilde E+E^1-\tilde E^1$, with $T_c=2\langle c|T|c\rangle$ and a potential $\bar v$ confined to the sphere:
\begin{align}
\tilde E&=\sum f\langle\tilde\psi|T|\tilde\psi\rangle+E_H[\tilde n+\tilde n_c+\hat n]+E_{xc}[\tilde n+\tilde n_c]+\int\bar v\,\tilde n,\\
E^1-\tilde E^1&=T_c+\sum\rho_{ij}\Delta T_{ij}+\Big\{\tfrac12(A,A)-Z\int\frac Ar-\tfrac12(b,b)\Big\}\nonumber\\
&\quad+E_{xc}[A]-E_{xc}[\tilde n^1+\tilde n_c]-\int\bar v\,\tilde n^1 ,
\end{align}
the one-centre integrals running over $[0,r_c]$. For a density $a$ confined to the sphere, $U(r_c)=Q_a$, so $U-rQ_a/r_c$ obeys $U''=-a/r$ and vanishes at both ends. Its potential $v_D[a]=v_H[a]-Q_a/r_c$ is a solve with the inner block of $K$. Hence $\tfrac12(a,a)=\tfrac12\int a\,v_D[a]+Q_a^2/2r_c$, and since $[Q_A^2-(Q_A-Z)^2]/2r_c=ZQ_A/r_c-Z^2/2r_c$, the brace becomes
\begin{equation}
\tfrac12\int A\,v_D[A]+\int A\Big(\frac Z{r_c}-\frac Zr\Big)-\tfrac12\int b\,v_D[b]-\frac{Z^2}{2r_c}.
\end{equation}
Every integrand vanishes at $r_c$, so the cut needs no special weight.

Suppose $\tilde\psi=\sum_i\alpha_i\tilde\phi_i$ inside $r_c$. Duality gives $c_i=\alpha_i$, so $\psi=\sum c_i\phi_i$ inside and $\psi=\tilde\psi$ outside; inside, $\tilde n=\tilde n^1$ and the AE density is $A$. The kinetic integrals split at $r_c$, and $\Delta T$ replaces the inner pseudo part by the AE one. The local terms $E_{xc}$ and $\bar v$ cancel point by point between $\tilde E$ and $\tilde E^1$ inside, leaving $E_{xc}[A]$ inside and the true density outside, where $\tilde n_c=n_c$. With $n_o$ the density outside, $\tilde n+\tilde n_c+\hat n=b+n_o$. Since $r_>$ is always the outer radius, $(b,n_o)=Q_b\int n_o/r=(A,n_o)-Z\int n_o/r$, and
\begin{align}
&\tfrac12(b+n_o,b+n_o)-\tfrac12(b,b)+\tfrac12(A,A)-Z\int\frac Ar\nonumber\\
&=(A,n_o)+\tfrac12(n_o,n_o)+\tfrac12(A,A)-Z\int\frac{A+n_o}r=E_H[n]-Z\int\frac nr ,
\end{align}
with $n=A+n_o$. Thus $E=E_{\rm AE}$ evaluated with the frozen core, stationary orbitals or not. If instead $\tilde\psi=\sum c_i\tilde\phi_i+\delta$ inside, squaring $\psi=\sum c_i\phi_i+\delta$ gives
\begin{equation}
f\psi^2=f\tilde\psi^2+\sum\rho_{ij}(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j)+2f\delta\sum c_i(\phi_i-\tilde\phi_i).
\end{equation}
The functional omits the last term and its kinetic analogue, and the cancellations above are incomplete. This is the partial-wave error. For a general trial orbital its leading terms are linear in $\delta$, and $\delta\to-\delta$ leaves the $c_i$ unchanged, so it has no fixed sign. At the reference each functional is stationary under its own norm, and integrating the identity above shows that the two norms differ by $2\int\delta\sum c_i(\phi_i-\tilde\phi_i)\,dr$, which is linear in $\delta$. The linear terms therefore cancel when $\tilde\psi$ is normalized with the overlap operator $S$ defined below and $\psi=\mathcal T\tilde\psi$ is normalized separately; compared in this way, the error is of second order in the deviation from the reference. On unnormalized trial orbitals with $f=1.3$ and $2.6$, the program finds $E-E_{\rm AE}=-6.5\times10^{-11}$~eV inside the span and $4.7\times10^{-2}$~eV outside it, and tests both.

\subsection{Hamiltonian, unscreening and Janak's theorem}

$E$ depends on $\tilde\psi$ through $\tilde n$, the kinetic term and $\rho_{ij}$, and $\partial Q/\partial\rho_{ij}=\Delta S_{ij}$. Varying $\tilde n$ gives $\tilde v=\tilde v_H+v_{xc}[\tilde n+\tilde n_c]+\bar v$, $\tilde v_H=v_H[\tilde n+\tilde n_c+\hat n]$. The form $\int a\,v_D[a']=(a,a')-Q_aQ_{a'}/r_c$ is symmetric, so the variation of $\tfrac12\int a\,v_D[a]$ is $\int v_D[a]\,\delta a$. The charge $\hat n$ enters $\tilde E$ with a plus sign and $b$ with a minus sign:
\begin{equation}
D_{ij}=\frac{\partial E}{\partial\rho_{ij}}=\Delta T_{ij}+\int\phi_iv^1\phi_j-\int\tilde\phi_i\tilde v^1\tilde\phi_j+\Delta S_{ij}\int\hat g\,(\tilde v_H-v_D[b]),
\end{equation}
with $v^1=v_D[A]+Z/r_c-Z/r+v_{xc}[A]$ and $\tilde v^1=v_D[b]+v_{xc}[\tilde n^1+\tilde n_c]+\bar v$. Under the constraint $\langle\tilde\psi|S|\tilde\psi\rangle=1$, which is the norm of $\psi$ when $\delta=0$, stationarity reads $\tilde H\tilde\psi=\varepsilon S\tilde\psi$ with
\begin{equation}
\tilde H=T+\tilde v+\sum|p_i\rangle D_{ij}\langle p_j|,\qquad S=1+\sum|p_i\rangle\Delta S_{ij}\langle p_j| .
\end{equation}
The gradient $2f\langle d|\tilde H|\tilde\psi\rangle$ along a direction $d$ is tested against finite differences of $E$ (1.053827 and 11.277354~eV for $l=0,1$, equal in all printed digits).

The potential $\bar v$ is fixed by $\tilde v=\tilde v_0$ for $\tilde\psi=\tilde\phi_1$ at $x=0$. Outside the sphere this holds with $\bar v=0$, since the inner charge $Q_b=Q_A-Z$ is that of the AE atom. Inside, $\tilde v_H=v_D[b]+\kappa$ with the constant $\kappa=Q_b/r_c+\int n_o/r$, so $\tilde v^1=\tilde v_0-\kappa$. Also $v_{\rm AE}=v_D[A]+Q_A/r_c+\int n_o/r-Z/r+v_{xc}=v^1+\kappa$. The $\kappa$ terms in $D$ are $-\kappa\Delta S+\kappa\Delta S=0$. Integrating $\Delta T_{ik}$ by parts, the boundary terms $\tfrac12\phi_i\phi_k'$ cancel by matching, so in the sphere
\begin{equation}
D_{ik}-\varepsilon_k\Delta S_{ik}=\langle\phi_i|T+v_{\rm AE}-\varepsilon_k|\phi_k\rangle-\langle\tilde\phi_i|T+\tilde v_0-\varepsilon_k|\tilde\phi_k\rangle=0+B_{ik}.
\end{equation}
Therefore $(\tilde H-\varepsilon_kS)\tilde\phi_k=-\chi_k+\sum_ip_iB_{ik}=0$: the reference is self-consistent with the AE levels, and by the identity above with the AE energy. This does not exclude a spurious lower state, which has to be looked for in the spectrum.

Occupations enter only through $f\tilde\psi(r)\tilde\psi(r')$, so $\partial E/\partial f=\langle\tilde\psi|\tilde H|\tilde\psi\rangle=\varepsilon$ at fixed orbitals, while orbital changes contribute $f\varepsilon\,\delta\langle\tilde\psi|S|\tilde\psi\rangle=0$. The same argument holds for AE and FC. Hence
\begin{equation}
\Delta E=\int_0^1(\varepsilon_{2p}-\varepsilon_{2s})\,dx .
\end{equation}
All schemes share $E(0)$ and the slope at $x=0$, so their differences are $O(x^2)$.

\subsection{Core relaxation}

FC orbitals are a subset of the orthonormal sets open to the AE problem, so $E_{\rm FC}\ge E_{\rm AE}$ if the relaxed state is the minimum at fixed occupations. Let $H$ be the FC $s$ Hamiltonian, $n$ its eigenstates in the complement of $c$, $\varepsilon_c=\langle c|H|c\rangle$, $\Delta_n=\varepsilon_n-\varepsilon_c>0$ and $g_n=\langle n|H|c\rangle$. Since $c$ is an eigenstate at $x=0$ and $n\perp c$, $g_n=\langle n|\delta v|c\rangle=O(x)$. Rotate $c\to c\cos\theta+n\sin\theta$, $n\to n\cos\theta-c\sin\theta$. To second order the expectation values change by $+(2\theta g_n+\theta^2\Delta_n)$ and $-(2\theta g_n+\theta^2\Delta_n)$. Neglecting the response of the potential, the energy changes by $(2-f_n)(2\theta g_n+\theta^2\Delta_n)$, a minimum at $\theta=-g_n/\Delta_n$ as long as $f_n\lt 2$. Different $n$ decouple because $H$ is diagonal among them:
\begin{equation}
E_{\rm FC}-E_{\rm AE}\approx\sum_n(2-f_n)\,\frac{g_n^2}{\Delta_n}.
\end{equation}
If the $2s$ is instead taken as the second eigenstate of $H$, only $n$ rotates. The change $-f_{2s}(2\theta g+\theta^2\Delta)$ is stationary, as a maximum, at the same $\theta$, with value $+f_{2s}g_{2s}^2/\Delta_{2s}$.

PAW imposes no orthogonality to $c$. Subtracting the radial equations of $c$ and $\phi_k$ at $x=0$ gives $-\tfrac12(c\phi_k''-\phi_kc'')=(\varepsilon_k-\varepsilon_{1s})c\phi_k$, and integrating,
\begin{equation}
(\varepsilon_k-\varepsilon_{1s})\int_0^{r_c}c\,\phi_k\,dr=\tfrac12\big[\phi_kc'-c\,\phi_k'\big]_{r_c}.
\end{equation}
An orbital in the span is orthogonal to the core only up to the core tail at and beyond $r_c$. At $r_c=0.70$~\AA{} this term is not small: the inner integral has magnitude about $5.5\times10^{-3}$ for both $s$ waves, some twenty times the overlap of $2.9\times10^{-4}$ that separates the two frozen-core definitions. For $\phi_1$ it is cancelled by the part beyond $r_c$; for a changed orbital nothing enforces the cancellation. The relation therefore does not select a definition, and orthogonal FC serves below as a reference, not as a proven limit of PAW.

\subsection{Numbers}

The program and its output follow this text. The AE solver gives $E(0)=-1018.40650$ and $E(1)=-1010.17976$~eV. Raising the degree to 13 changes $\Delta E$ by $10^{-11}$~eV, and an independent Gaussian-basis calculation gives $-1018.4065$ and $\Delta E=8.22674$~eV; both are tests.

The two-wave dataset has $\tilde v_0(0)=-60.9$~eV, $T_c=855.17$~eV and a pseudo core charge of 0.42986. At $x=0$, $c_i=\delta_{i1}$, so $Q=2(-0.06412)+2(0.06249)+(2-0.42986)-6=-4.43312$, against the printed $-4.43313$. The symmetry of $D$ requires $B_{12}-B_{21}=(\varepsilon_1-\varepsilon_2)\Delta S_{12}$: for $s$, $9.198-7.461=1.737$ and $(-15)(-0.11585)=1.738$~eV; for $p$, both sides are $-1.792$~eV. Started from the $x=1$ potentials, both datasets return to the AE energy within $10^{-10}$~eV and the levels within $10^{-7}$~eV. For PAW2 the seven levels per $l$ below 10.9~eV match the AE levels above $1s$ within 0.002~meV, and the lowest eigenvalue of $S$ is 0.387, so no ghost lies below that energy. For PAW2, $\tilde E$ rises by $156.53379-143.02191=13.51188$~eV and $E^1-\tilde E^1$ changes by $-1166.71311+1161.42841=-5.28470$~eV, giving 8.22718~eV; a four-point Janak quadrature gives 8.227181~eV.

\begin{center}
\begin{tabular}{lccc}
 & $\Delta E$ (eV) & (Ha) & minus AE (meV)\\
AE & 8.226738 & 0.3023270 & \\
FC & 8.227174 & 0.3023431 & 0.436\\
PAW1 & 8.227347 & 0.3023494 & 0.609\\
PAW2 & 8.227181 & 0.3023433 & 0.443
\end{tabular}
\end{center}
The grid test above covers the AE energies only; the FC and PAW rows are for degree 10. These digits compare numerical schemes within one model; they are no statement about the accuracy of LDA.

\section{Comparison}

The estimate 8.209~eV is 0.018~eV, or 0.2\% of $\Delta E_{\rm AE}$, too low. The AE levels fall by 0.437~eV ($2s$) and 0.402~eV ($2p$), and only the difference enters the Janak integral. The gap goes from 8.20914 to $14.06652-5.82259=8.24393$~eV, and the trapezoid value 8.22654~eV is 0.2~meV below the exact one.

The $x^2$ law of the core error holds: 0.00410 and 0.01650~meV at $x=0.1$ and $0.2$, ratio 4.03, which is tested together with the sign. These values give a coefficient of $x^2$ of 0.41~meV at small $x$, while the cost at $x=1$ is 0.436~meV. The estimate of 3.5~meV at $x=1$ is eight times the latter, which would be a factor of about $\sqrt8\approx2.8$ if it lay entirely in $g$. Most of it lies in the denominators instead: the true $(\sum_ng_n^2)^{1/2}$ is 0.50~eV against the estimated 0.69~eV, a factor 1.9 in energy, while the effective denominator $\sum(2-f_n)g_n^2\big/\sum(2-f_n)g_n^2/\Delta_n$ is about 1050~eV, 3.9 times $|\varepsilon_{1s}|$, so the coupling is mainly to unbound states far above threshold. That the added $2p$ charge and the exchange-correlation potential cancel part of the variation of $\delta v$ is a conjecture. The second-order sum with the true $g_n$ gives 0.474~meV, 9\% above the exact value; its omitted terms are the response of the potential and higher orders in $\theta$. For the non-orthogonal variant, $\Delta_{2s}=271.570-14.067=257.50$~eV gives $|\theta|=0.0752/257.50=2.92\times10^{-4}$ (computed overlap $2.94\times10^{-4}$) and $g_{2s}^2/\Delta_{2s}=0.022$~meV, as computed (0.0221~meV). Both second-order formulas are tested to 30\%.

The PAW error relative to AE splits into core and partial-wave parts: $0.436+0.173=0.609$~meV for PAW1 and $0.436+0.007=0.443$~meV for PAW2. The decrease is tested. With two waves the orthogonal-FC term is 98\% of the error, and added partial waves cannot relax the core. They do change the overlap of the $2s$ with the core, and the remainder does not shrink steadily: a third wave at $\varepsilon_1+40$~eV, built in the same way, moves PAW minus FC from $+0.007$ to $-0.020$~meV and reverses the sign of the overlap, whose magnitude becomes $1.0\times10^{-4}$. The 0.007~meV is a net difference from orthogonal FC: it may also contain an effect of the incomplete core orthogonality discussed below, so by itself it does not measure convergence in the number of partial waves. The PAW1 levels at $x=1$ lie 3.99~meV ($2s$) and 3.69~meV ($2p$) below FC, far more than the energy error. The common shift drops out of the gap; the remaining 0.30~meV, if linear in $x$, integrates to 0.15~meV; the actual 0.17~meV is larger because the gap difference is sublinear, its ratio to $x$ falling from 0.42~meV at $x=0.1$ to 0.30~meV at $x=1$.

One result goes against the trend: the overlap of the reconstructed $2s$ with the core grows from $2.9\times10^{-5}$ (PAW1) to $9.4\times10^{-5}$ (PAW2). The Wronskian relation does not forbid this: it fixes only the inner integral of the part in the span, whereas the overlap also contains the part beyond $r_c$ and $\int c\,\delta\,dr$, on which the relation is silent. With $s$ the overlap and $f_{2s}=1$, the first-order energy scale is $2|s\,g_{2s}|=2(9.39\times10^{-5})(0.0752\ \text{eV})=0.014$~meV, comparable with the residual of 0.007~meV; a causal link is a conjecture. PAW2 lies 0.007~meV above orthogonal FC and 0.015~meV below the non-orthogonal variant, a margin of the same size as that scale, so this one case does not decide sharply between the two definitions.

\section*{Calculated quantities}
\begin{verbatim}
r_c = 0.70 A, r_core = 0.35 A, box = 13.23 A
second partial wave offset = 15.0 eV, grid nodes = 139
AE x=0: E = -1018.40650 eV
AE x=0: 1s,2s,2p = -270.6912 -13.62926 -5.42012 eV
AE x=1: E = -1010.17976 eV
AE x=1: 1s,2s,2p = -271.5216 -14.06652 -5.82259 eV
degree 10 -> 13: change of E(0), dE = -1.8e-10 1.1e-11 eV
Gaussian basis: E(0) = -1018.4065 eV, dE = 8.22674 eV
FC x=1: E = -1010.17932 eV; 2s,2p = -14.06745 -5.82261 eV
FC x=1: <1s|H|1s> = -271.5698 eV, |g_2s| = 0.0752 eV
FC - relaxed, x=1: 0.4359 meV; second-order estimate 0.4738 meV
FC - relaxed, x=0.1, 0.2: 0.00410 0.01650 meV
ratio of these = 4.028
non-orthogonal FC - FC: 0.0221 meV; estimate 0.0219 meV
non-orthogonal FC: |<1s|2s>| = 2.94e-04
PAW1 x=0: E - E_AE = -5.8e-11 eV, max level error = 4.4e-08 eV
PAW1 x=1: E = -1010.17915 eV; 2s,2p = -14.07144 -5.82630 eV
PAW1 x=1: |<1s|T 2s~>| = 2.85e-05
PAW2 x=0: E - E_AE = -5.7e-11 eV, max level error = 1.6e-08 eV
PAW2 x=1: E = -1010.17932 eV; 2s,2p = -14.06747 -5.82262 eV
PAW2 x=1: |<1s|T 2s~>| = 9.39e-05
dataset: vt(0) = -60.911 eV, vbar(first node) = 76.418 eV
dataset: T_core = 855.1656 eV, pseudo core charge = 0.42986 e
s: dS11,12,22 = -0.06412 -0.11585 -0.20901
s: B11,12,21,22 = 4.393 9.198 7.461 15.628 eV
s: 7 levels below 10.9 eV, max dev 0.002 meV, min eig S 0.387
p: dS11,12,22 = 0.06249 0.11947 0.22759
p: B11,12,21,22 = -8.058 -15.207 -13.415 -25.285 eV
p: 7 levels below 10.9 eV, max dev 0.000 meV, min eig S 0.960
PAW2 x=0: Et = 143.02191 eV, E1-Et1 = -1161.42841 eV, Q = -4.43313
PAW2 x=1: Et = 156.53379 eV, E1-Et1 = -1166.71311 eV, Q = -4.30397
trial orbitals, PAW - AE functional: in span -6.5e-11 eV, outside 4.71e-02 eV
gradient l=0: finite difference 1.053827 eV, 2f<d|H|u> 1.053827 eV
gradient l=1: finite difference 11.277354 eV, 2f<d|H|u> 11.277354 eV
PAW2 Janak integral = 8.227181 eV
promotion energy relaxed AE: 8.226738 eV = 0.3023270 Ha
promotion energy frozen core: 8.227174 eV = 0.3023431 Ha
promotion energy PAW1: 8.227347 eV = 0.3023494 Ha
promotion energy PAW2: 8.227181 eV = 0.3023433 Ha
PAW1 - FC = 0.1728 meV, PAW2 - FC = 0.0068 meV
PAW1 - AE = 0.6087 meV, PAW2 - AE = 0.4426 meV
\end{verbatim}
